**Direct isotropic neutral flux on a trench sidewall**

The program tests the formula Γ(z)/Γ0 = ½[1 − z/√(z² + w²)], where w is the trench width, z the depth below the mouth and Γ0 = n v̄/4 the one-sided flux on an open flat surface. It asserts that the formula agrees with a numerical integral over the mouth area and with a separate integral over Maxwellian velocities. A three-dimensional Monte Carlo calculation, which follows two million atoms for each wall reaction probability, must agree within 5 % with the direct flux and with the solution that includes diffuse re-emission. The output shows the fraction falling from 0.50000 at the mouth to 0.00248 at ten widths. For a trench 100 nm wide in a gas at 0.020 Torr and 400 K, the direct radical flux at 1000 nm depth is 1.949e+15 cm^-2 s^-1. Re-emission from the walls is the largest neglected effect sized: the total arriving flux is 2.26 times the direct flux for a reaction probability of 0.5 and 16.95 times for 0.1, with an absorbing floor. Gas collisions, finite trench length and a 0.5 degree taper at fixed mouth width each matter by less than one percent in this example.

## Verification by program

```python
"""Direct flux of an isotropic neutral gas on the sidewall of a long trench.

Result under test: flux(z)/flux0 = (1 - z/sqrt(z^2 + w^2))/2
  w      trench width          z  depth below the mouth
  flux0  one-sided flux n*vbar/4 on an open flat surface
In the functions below all lengths are in units of the width w.
Tests: area quadrature, Maxwellian velocity integral, 3D Monte Carlo.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.special import erfc


def direct_fraction(z):
    return 0.5 * (1 - z / np.hypot(z, 1.0))


def mouth_integral(z, half_length=np.inf, path_power=0):
    """Sum over mouth elements, optionally weighted by flight length."""
    def integrand(y, x):
        r2 = x * x + y * y + z * z
        return 2 * x * z / (np.pi * r2**2) * r2**(path_power / 2)
    return dblquad(integrand, 0, 1, 0, half_length,
                   epsabs=1e-11, epsrel=1e-9)[0]


def velocity_fraction(z):
    """Maxwellian flux of atoms steep enough to clear the far mouth edge."""
    def gauss(u):
        return np.exp(-u * u / 2) / np.sqrt(2 * np.pi)
    wall = quad(lambda u: u * gauss(u) * 0.5 * erfc(z * u / np.sqrt(2)),
                0, 10, epsabs=1e-13, limit=200)[0]
    flat = quad(lambda u: u * gauss(u), 0, 10, epsabs=1e-13)[0]
    return wall / flat


def total_wall_flux(reaction_prob, depth, panels=480):
    """Direct plus diffusely re-emitted flux; the floor absorbs everything."""
    edges = np.linspace(0, depth, panels + 1)
    mid = 0.5 * (edges[1:] + edges[:-1])

    def half_sine(d):
        return 0.5 * d / np.hypot(d, 1.0)
    exchange = (half_sine(edges[None, 1:] - mid[:, None])
                - half_sine(edges[None, :-1] - mid[:, None]))
    matrix = np.eye(panels) - (1 - reaction_prob) * exchange
    return mid, np.linalg.solve(matrix, direct_fraction(mid))


def monte_carlo(reaction_prob, depth, atoms, rng):
    """Follow atoms from the mouth; bins one width wide centred at 1..10."""
    def cosine_direction(count):
        u = 1 - rng.random(count)
        azimuth = 2 * np.pi * rng.random(count)
        return np.sqrt(u), np.sqrt(1 - u) * np.cos(azimuth)
    normal, across = cosine_direction(atoms)
    z = rng.random(atoms) * normal / np.abs(across)
    floor = np.count_nonzero(z >= depth)
    z = z[z < depth]
    hits = np.zeros(10)
    while z.size:
        hits += np.histogram(z, bins=np.arange(0.5, 11.0))[0]
        z = z[rng.random(z.size) >= reaction_prob]
        normal, vertical = cosine_direction(z.size)
        z = z + vertical / normal
        floor += np.count_nonzero(z >= depth)
        z = z[(z > 0) & (z < depth)]
    return hits / (2 * atoms), floor / atoms


# Direct formula against two different integrals from the definition
for z in (0.2, 0.5, 1.0, 2.0, 5.0, 10.0):
    assert abs(mouth_integral(z) / direct_fraction(z) - 1) < 1e-5
    assert abs(velocity_fraction(z) / direct_fraction(z) - 1) < 1e-6
mouth_value = velocity_fraction(0.0)
assert abs(mouth_value - 0.5) < 1e-9
half_depth = 1 / np.sqrt(3)
assert abs(mouth_integral(half_depth) - 0.25) < 1e-6
for z in (1.0, 3.0, 10.0, 30.0):
    assert velocity_fraction(z) < 1 / (4 * z * z)
deep_bound = 1 / (4 * 10.0**2)
bound_excess = deep_bound / mouth_integral(10.0) - 1
assert 0 < bound_excess < 0.01

# Example inputs
width_nm, trench_depth_nm, point_nm = 100.0, 1200.0, 1000.0
length_nm, taper_deg = 10000.0, 0.5
pressure_torr, temperature, radical_share = 0.020, 400.0, 0.1
mass_u, cross_section_nm2 = 20.0, 0.5
depth, point = trench_depth_nm / width_nm, point_nm / width_nm

# Monte Carlo: tolerance 5 percent covers counting noise in the deep bins
rng = np.random.default_rng(12345)
total_at_point = {}
for prob in (1.0, 0.5, 0.1):
    mid, flux = total_wall_flux(prob, depth)
    sampled, floor_share = monte_carlo(prob, depth, 2_000_000, rng)
    for centre in (1, 3, 10):
        mean = flux[np.abs(mid - centre) < 0.5].mean()
        assert abs(sampled[centre - 1] / mean - 1) < 0.05
    if prob == 1.0:
        floor_direct = np.hypot(depth, 1) - depth
        assert abs(floor_share / floor_direct - 1) < 0.02
        walls = 2 * quad(direct_fraction, 0, depth)[0]
        assert abs(walls + floor_direct - 1) < 1e-9
    total_at_point[prob] = np.interp(point, mid, flux)

# Absolute flux, checked by integrating the one-dimensional Maxwellian
mass = mass_u * const.atomic_mass
gas_density = pressure_torr * const.torr / (const.k * temperature)
density = radical_share * gas_density
mean_speed = np.sqrt(8 * const.k * temperature / (np.pi * mass))
flux0 = density * mean_speed / 4
spread = np.sqrt(const.k * temperature / mass)
flux0_numeric = density * spread * quad(
    lambda u: u * np.exp(-u * u / 2) / np.sqrt(2 * np.pi), 0, 10)[0]
assert abs(flux0_numeric / flux0 - 1) < 1e-8
fraction = direct_fraction(point)

# Sizes of neglected effects
mean_path_nm = width_nm * mouth_integral(point, path_power=1) / fraction
free_path_nm = 1e9 / (np.sqrt(2) * gas_density * cross_section_nm2 * 1e-18)
collision_share = mean_path_nm / free_path_nm
assert collision_share < 0.01
finite = mouth_integral(point, half_length=length_nm / width_nm / 2)
length_change = finite / fraction - 1
floor_return = floor_direct * direct_fraction(depth - point)

tilt = np.radians(taper_deg)
shift = point * np.tan(tilt)
tapered = quad(lambda x: 0.5 * point
               * ((x - shift) * np.cos(tilt) + point * np.sin(tilt))
               / np.hypot(x - shift, point)**3, 0, 1, epsabs=1e-13)[0]
beta = np.arctan((1 - shift) / point) + tilt
assert abs(tapered / (0.5 * (1 - np.cos(beta))) - 1) < 1e-7
taper_change = tapered / fraction - 1
assert abs(taper_change) < 0.05

print(f"direct fraction at the mouth: {mouth_value:.5f}")
for z in (0.5, 1.0, 2.0, 5.0, 10.0):
    print(f"direct fraction at z/w = {z:4.1f}: {direct_fraction(z):.5f}")
print(f"area quadrature at z/w = 10: {mouth_integral(10.0):.5f}")
print(f"velocity integral at z/w = 10: {velocity_fraction(10.0):.5f}")
print(f"depth where the fraction is 1/4: {half_depth:.4f} widths")
print(f"deep bound w^2/(4 z^2) at z/w = 10: {deep_bound:.5f}")
print(f"excess of bound over true value: {100 * bound_excess:.2f} %")
print(f"trench width: {width_nm:.0f} nm")
print(f"trench total depth: {trench_depth_nm:.0f} nm")
print(f"depth of wall point: {point_nm:.0f} nm")
print(f"gas pressure: {pressure_torr:.3f} Torr")
print(f"gas temperature: {temperature:.0f} K")
print(f"radical fraction of gas: {radical_share:.2f}")
print(f"radical mass: {mass_u:.0f} u")
print(f"radical density: {density * 1e-6:.3e} cm^-3")
print(f"radical mean speed: {mean_speed:.1f} m/s")
print(f"open-surface flux: {flux0 * 1e-4:.3e} cm^-2 s^-1")
print(f"direct flux just inside mouth: {flux0 * 0.5e-4:.3e} cm^-2 s^-1")
print(f"direct flux at wall point: {flux0 * fraction * 1e-4:.3e} cm^-2 s^-1")
print(f"mean direct floor fraction: {floor_direct:.5f}")
for prob in (0.5, 0.1):
    value = total_at_point[prob]
    print(f"total fraction, reaction probability {prob}: {value:.5f}")
    print(f"  ratio of total to direct: {value / fraction:.2f}")
print(f"added fraction, reflecting floor, first return: {floor_return:.5f}")
print(f"collision cross-section: {cross_section_nm2:.1f} nm^2")
print(f"mean free path: {free_path_nm:.3e} nm")
print(f"mean direct flight length: {mean_path_nm:.0f} nm")
print(f"flight length / mean free path: {collision_share:.1e}")
print(f"trench length: {length_nm:.0f} nm")
print(f"change from finite length: {100 * length_change:.2f} %")
print(f"wall taper: {taper_deg:.1f} degrees")
print(f"change from taper, fixed mouth: {100 * taper_change:.2f} %")
print("verified")
```

Printed output:

```
direct fraction at the mouth: 0.50000
direct fraction at z/w =  0.5: 0.27639
direct fraction at z/w =  1.0: 0.14645
direct fraction at z/w =  2.0: 0.05279
direct fraction at z/w =  5.0: 0.00971
direct fraction at z/w = 10.0: 0.00248
area quadrature at z/w = 10: 0.00248
velocity integral at z/w = 10: 0.00248
depth where the fraction is 1/4: 0.5774 widths
deep bound w^2/(4 z^2) at z/w = 10: 0.00250
excess of bound over true value: 0.75 %
trench width: 100 nm
trench total depth: 1200 nm
depth of wall point: 1000 nm
gas pressure: 0.020 Torr
gas temperature: 400 K
radical fraction of gas: 0.10
radical mass: 20 u
radical density: 4.828e+13 cm^-3
radical mean speed: 650.7 m/s
open-surface flux: 7.855e+17 cm^-2 s^-1
direct flux just inside mouth: 3.927e+17 cm^-2 s^-1
direct flux at wall point: 1.949e+15 cm^-2 s^-1
mean direct floor fraction: 0.04159
total fraction, reaction probability 0.5: 0.00562
  ratio of total to direct: 2.26
total fraction, reaction probability 0.1: 0.04205
  ratio of total to direct: 16.95
added fraction, reflecting floor, first return: 0.00220
collision cross-section: 0.5 nm^2
mean free path: 2.929e+06 nm
mean direct flight length: 1276 nm
flight length / mean free path: 4.4e-04
trench length: 10000 nm
change from finite length: -0.33 %
wall taper: 0.5 degrees
change from taper, fixed mouth: 0.16 %
verified
```
